# Vacancy concentration in copper under hydrostatic tension

**Question**

I am working on an exercise about stress migration in copper interconnects. It asks me to show that a hydrostatic tension of 500 MPa raises the equilibrium vacancy concentration at 473 K by a factor of about 2.5, "neglecting the vacancy relaxation volume".

I know that the concentration without stress goes as $\exp(-g_0/kT)$, with $g_0$ the free energy needed to form a vacancy. So the stress must change $g_0$. But if I take an atom out of the interior and its neighbours do not move, the outer dimensions of the crystal stay the same. Then the applied tension does no work, and I get a factor of 1. Where does the stress enter, and what sets the size of the effect?

**Answer**

Your argument stops halfway: the atom you took out has to go somewhere. Where it goes decides the answer.

**Forming a vacancy under load**

The number of copper atoms is fixed. A vacancy forms when an atom leaves an interior site and joins the crystal at a place where new sites can be added, such as a grain boundary. The crystal then has the same atoms but one more site. Its volume grows by the formation volume

$$V_f=\Omega+V_{\rm rel}.$$

Here $\Omega$ is the volume per atom, gained where the atom is added. The relaxation volume $V_{\rm rel}$ is the change caused by the neighbours moving around the empty site. Your argument shows that $V_{\rm rel}=0$ when they stay put. It leaves out the $\Omega$.

Let $\sigma$ be the hydrostatic stress, positive in tension, so that the pressure is $-\sigma$. I assume that the boundary receiving the atom carries this tension. When the crystal grows there by $\Omega$, the load does work $+\sigma\Omega$, and this lowers the cost of the vacancy.

To get this from thermodynamics, use the free energy at fixed temperature and load,

$$G=F-\sigma V,$$

where $F$ is the Helmholtz free energy. In mechanical equilibrium $G$ is a minimum with respect to $V$, so $\partial F/\partial V=\sigma$. Then

$$\frac{dG}{d\sigma}=\frac{\partial F}{\partial V}\frac{dV}{d\sigma}-V-\sigma\frac{dV}{d\sigma}=-V,$$

because the first and last terms cancel. Write this once for the crystal with a vacancy at a given site and once for the perfect crystal with the same number of atoms. The difference of the two free energies is the formation free energy $g$, and the difference of the two volumes is $V_f$. Subtracting gives

$$\frac{dg}{d\sigma}=-V_f .$$

With $V_{\rm rel}=0$, and with $\Omega$ taken as independent of stress, integration from zero stress gives

$$g(\sigma)=g_0-\sigma\Omega .$$

**From free energy to concentration**

Take $N$ atoms and $n$ vacancies on $N+n$ equivalent sites, with no interaction between vacancies. The vacancies can be arranged in $\binom{N+n}{n}$ ways, and each arrangement has the Boltzmann weight $x^n$, where $x=e^{-g/kT}$. The sum of all weights is

$$Z=\sum_{n=0}^{\infty}\binom{N+n}{n}x^n=\frac{1}{(1-x)^{N+1}} .$$

The last step follows from multiplying $N+1$ copies of the geometric series $1+x+x^2+\dots=1/(1-x)$. The coefficient of $x^n$ in the product counts the ways to share $n$ powers of $x$ among $N+1$ factors, which is $\binom{N+n}{n}$.

Since $x\,d(x^n)/dx=n\,x^n$, the mean number of vacancies is

$$\langle n\rangle=\frac{x}{Z}\frac{dZ}{dx}=x\,\frac{d\ln Z}{dx}=\frac{(N+1)\,x}{1-x}\approx Nx ,$$

for $N\gg1$ and $x\ll1$. The fraction of vacant sites is therefore

$$c(\sigma)=e^{-g(\sigma)/kT}=e^{-g_0/kT}\,e^{\sigma\Omega/kT}.$$

Dividing by the value at zero stress removes $g_0$, including its vibrational entropy part:

$$\boxed{\frac{c(\sigma)}{c(0)}=\exp\!\left(\frac{\sigma\Omega}{kT}\right)}$$

**The numbers**

The atomic volume follows from the molar mass, 63.5 g/mol, and a density of roughly 8.9 g/cm³:

$$\Omega=\frac{63.5\ \text{g/mol}}{(8.9\ \text{g/cm}^3)(6.022\times10^{23}\ \text{mol}^{-1})}=1.185\times10^{-23}\ \text{cm}^3=0.01185\ \text{nm}^3 .$$

The work done by the load for each vacancy is

$$\sigma\Omega=(5.00\times10^{8}\ \text{Pa})(1.185\times10^{-29}\ \text{m}^3)=5.92\times10^{-21}\ \text{J}=0.0370\ \text{eV}.$$

The thermal energy at 473 K is $kT=0.0408$ eV. The exponent is $0.0370/0.0408=0.907$, so

$$\frac{c(500\ \text{MPa})}{c(0)}=e^{0.907}=2.48\approx2.5 .$$

The work is tiny beside a formation free energy of about 1.2 eV (a rough value for copper). It matters because it must be compared with $kT$, and here the two are nearly equal. For $\sigma\Omega\ll kT$ the factor would be close to $1+\sigma\Omega/kT$. At 500 MPa that linear form gives 1.91, so the full exponential is needed.

The concentration doubles when $\sigma\Omega=kT\ln2$, which at 473 K means 382 MPa. Reversing the sign of the stress inverts the factor: a compression of 500 MPa leaves 0.40 of the stress-free concentration.

**When your factor of 1 is right**

Suppose the atom goes to a surface that carries no traction, such as the wall of a void inside the stressed line. The crystal still gains a volume $\Omega$ there, but nothing pulls on that surface, so the load does no work on the added volume. What remains is the work $\sigma V_{\rm rel}$ done on the loaded boundaries, and this vanishes for $V_{\rm rel}=0$. To first order in stress, the factor is 1. I leave out the surface tension of the void. With a rough surface energy $\gamma=1.7$ J/m², it would multiply the concentration at the wall of a void of radius $R$ by $\exp(2\gamma\Omega/RkT)$. This is only 1.06 at $R=100$ nm, but 1.9 at 10 nm. Below about 7 nm, $2\gamma/R$ exceeds 500 MPa and the void would shrink, so what follows is meant for larger voids.

So the same line can hold two different local equilibria. With $g_0=1.2$ eV, the vacant fraction is $4.1\times10^{-13}$ next to a boundary under 500 MPa and $1.6\times10^{-13}$ next to the void wall. This difference drives vacancies from the boundary to the void and makes the void grow. Through the lattice this is extremely slow at 473 K: with these fractions and a rough migration energy of 0.7 to 0.8 eV, a void of 100 nm radius would grow by less than 0.01 nm per year. In real lines the same driving force acts mainly along grain boundaries and interfaces, where transport is many orders of magnitude faster.

The equilibrium vacancies themselves are far too few to make a void. These fractions correspond to an average of 0.034 vacancies per cubic micrometre under tension and 0.014 without stress. A growing void needs a continuing supply from the boundaries. The absolute numbers are also uncertain: an error of 0.1 eV in $g_0$ changes them by a factor $e^{0.1/0.0408}\approx12$. The ratio 2.5 is unaffected, because $g_0$ has cancelled.

**A mechanical check**

A model crystal can test the step from $V_f$ to $\Omega$. The load again enters through the term $-\sigma V$, but the volume change is now computed from the forces between atoms. Take a periodic face-centred cubic crystal of 108 sites, held together by Morse bonds between nearest neighbours. Choose the bonds to give a bulk modulus near 140 GPa and a vacancy energy of 1.2 eV. Then minimize energy minus $\sigma V$ over all atomic positions and the cell size, with and without a vacancy. This is a mechanical model, not a prediction for copper, but it suits the exercise. At zero stress every bond has its force-free length, so removing an atom leaves no force on its neighbours and $V_{\rm rel}=0$.

- With the atom returned to the loaded crystal, 500 MPa lowers the formation energy by 0.0372 eV, against $\sigma\Omega=0.0370$ eV. The factor becomes 2.49.
- With the atom moved to an unstressed piece of the same crystal, which stands for the free surface, the energy falls by 0.0002 eV. The factor is 1.004. This small departure from 1 is of second order in stress and belongs to the unstressed piece. The wall of a spherical void carries a hoop stress of $1.5\,\sigma$, and adding an atom there costs about 0.0002 eV of strain energy, which nearly cancels the fall; the factor at such a wall is 1.00.

The small excess in the first case arises because $V_f$ does not stay constant under load: it rises from $\Omega$ at zero stress to about $1.01\,\Omega$ at 500 MPa. The sites expand, and the stretched bonds now pull on the atoms around the vacancy, so some relaxation appears.

At 5 GPa, far above any stress of interest here, $V_f$ exceeds the volume per site by about 14% in this cell. The slope of the formation energy, taken between 4.9 and 5.1 GPa, still agrees with $-V_f$ to about one part in $10^5$. It is thus the formation volume that counts, and it can be replaced by $\Omega$ when relaxation is negligible.

**How far this holds for a real copper line**

Copper lines bonded to surroundings with a smaller thermal expansion can carry tensions of a few hundred MPa after cooling from a higher process temperature. Reheating towards that temperature relieves part of the tension, so 500 MPa at 473 K is on the high side. At 250 MPa the exponent halves, and the factor becomes $\sqrt{2.48}\approx1.6$.

The assumption named in the exercise also has a noticeable effect. In real copper the atoms around a vacancy relax inwards. With the rough value $V_{\rm rel}=-0.25\,\Omega$, the exponent becomes $0.75\times0.907=0.680$ and the factor drops from 2.5 to 2.0.

The stress in a real line is also not purely hydrostatic. The work done when an atom joins a boundary is set by the normal traction on that boundary. Keeping $V_{\rm rel}=0$, a boundary carrying 400 MPa would have a factor of 2.1, and one carrying 600 MPa a factor of 3.0. There is then no single equilibrium concentration, and vacancies flow from the second boundary to the first.

Two other corrections are small. Thermal expansion between 293 K and 473 K increases $\Omega$ by about 0.9% and moves the factor from 2.48 to 2.50. The rounding of the density matters about as much: with 8.96 g/cm³ the two values are 2.46 and 2.48, so only the value 2.5 is secure. Pairing of vacancies is negligible: each vacancy has 12 neighbouring sites, so for a rough binding energy of 0.15 eV the paired share is about $12\,c\,e^{0.15\ \text{eV}/kT}\approx2\times10^{-10}$.

Finally, the result describes equilibrium. It applies once vacancies have had time to travel between the loaded boundaries and the region considered. Before that, the local concentration depends on the history of the line as well as on its present stress. The numerical output below lists the main values used here.

## Computed values

```
temperature: 473 K
hydrostatic tension: 500 MPa
density (rough input): 8.9 g/cm3
molar mass: 63.5 g/mol
bulk modulus (rough input): 140 GPa
formation free energy at zero stress (rough input): 1.2 eV
atomic volume Omega: 0.01185 nm3
work sigma*Omega: 0.03697 eV
thermal energy kT: 0.04076 eV
exponent sigma*Omega/kT: 0.9071
vacancy enhancement factor: 2.477
factor under equal compression: 0.404
stress that doubles c: 382 MPa
site fraction at zero stress: 1.64e-13
site fraction under tension: 4.06e-13
mean vacancies per um3, zero stress: 0.0138
mean vacancies per um3, tension: 0.0342
factor from explicit sum over n: 2.477
model crystal, number of sites: 108
model crystal, V_f/Omega at zero stress: 1.0000
model crystal, V_f/Omega at 500 MPa: 1.0135
model crystal, fall of formation energy: 0.03722 eV
model crystal, enhancement factor: 2.492
model crystal, fall for free surface: 0.00018 eV
free-surface factor: 1.0044
model crystal at 5 GPa, V_f/site volume: 1.136
model crystal at 5 GPa, slope/V_f: 1.00001
relaxation volume/Omega (rough input): -0.25
factor with relaxation volume: 1.97
linear thermal expansion (rough input): 1.7e-05 1/K
factor with Omega expanded from 293 K: 2.498
factor at a boundary carrying 400 MPa: 2.07
factor at a boundary carrying 600 MPa: 2.97
pair binding energy (rough input): 0.15 eV
share of vacancies in pairs: 1.9e-10
```
